# Barrett-Joyner-Halenda inversion of a desorption isotherm with film-thinning correction

A model film with 35.0% of its volume in pores is emptied of liquid nitrogen in 55 pressure steps, the last ending where a pore of radius 1.5 nm would empty. If every loss of liquid is credited to pores that have just emptied, the inversion reports a porosity of 42.9%, including 3.5% of the film volume in pores of radius below 2 nm, where the film has none. If the liquid shed by the walls of pores emptied earlier is subtracted first, it reports 35.0% and nothing below 2 nm. This note derives the subtraction, gives the scheme, and sizes its failures.

## Model and emptying law

The pores are independent, rigid, open cylinders of radius $r$. The density $\phi(r)$ is defined so that $\phi(r)\,dr$ is the pore volume between $r$ and $r+dr$ per unit film volume. The liquid is incompressible, the vapour ideal and the contact angle zero. Pressure enters through

$$L=\ln(p_0/p)>0,$$

which grows during desorption; $p_0$ is the saturation pressure.

An emptied cylinder keeps a wall film of thickness $t$, taken from the Halsey law

$$t(L)=0.354\ \mathrm{nm}\,(5/L)^{1/3}=(C/L)^{1/3},\qquad C=5\,(0.354\ \mathrm{nm})^3 .$$

Inside the film lies a core of radius $a=r-t$. Let a hemispherical meniscus recede until a length $z$ of core is empty. This exposes a liquid surface $2\pi a z$, at an energy cost $\gamma$ per area. It also removes a volume $\pi a^2z$ of liquid whose chemical potential exceeds that of the vapour by $R_gTL$ per mole. With molar volume $V_L$, the grand potential is

$$\Omega(z)=2\pi a\gamma z-\frac{R_gTL}{V_L}\pi a^2z+\text{const}.$$

The meniscus area is in the constant because it does not change as the meniscus moves. Emptying becomes favourable when $d\Omega/dz=0$:

$$a=r_K(L)=\frac{K}{L},\qquad K=\frac{2\gamma V_L}{R_gT}.$$

The radius of the pore that empties at $L$ is therefore

$$r_p(L)=\frac{K}{L}+t(L).$$

Both terms fall as $L$ grows, so each pressure marks one radius and wide pores empty first.

For the example, $T=77.35$ K, $\gamma=8.85$ mN/m and $V_L=34.7$ cm³/mol, rough values for nitrogen near its boiling point. They give $K=0.9550$ nm.

## Liquid balance for one step

Number the readings $0,1,\dots,N$ in order of falling pressure, and let $V_i$ be the liquid volume at reading $i$ per unit film volume. Bin $i$ holds the pores between $r_p(L_i)$ and $r_p(L_{i-1})$. Its unknown volume is $v_i$, and its representative radius $r_i$ is the midpoint of these edges. Every pore must be full at reading 0.

A full cylinder holds its whole volume. An emptied one holds the fraction $1-(1-t/r)^2$, since the core occupies $(r-t)^2/r^2$ of the cross-section. Three groups of pores must be considered between readings $i-1$ and $i$.

1. Pores narrower than bin $i$ stay full and lose nothing.
2. Pores in bin $i$ start full and end with a film $t_i$. They lose $v_if_i$, with core fraction $f_i=(1-t_i/r_i)^2$.
3. Pores in earlier bins $j<i$ were already empty. Their films thin from $t_{i-1}$ to $t_i$, and they lose

$$v_j\left[\left(1-\frac{t_i}{r_j}\right)^2-\left(1-\frac{t_{i-1}}{r_j}\right)^2\right].$$

The bracket is a difference of squares. With $\Delta t_i=t_{i-1}-t_i>0$ and $\bar t_i=(t_{i-1}+t_i)/2$, its factors are

$$\frac{\Delta t_i}{r_j}\qquad\text{and}\qquad 2-\frac{t_{i-1}+t_i}{r_j}=2\left(1-\frac{\bar t_i}{r_j}\right).$$

A cylinder has wall area $2\pi r\ell$ and volume $\pi r^2\ell$, so the wall area of bin $j$ is $S_j=2v_j/r_j$. The thinning loss is then

$$D_i=\Delta t_i\sum_{j<i}S_j\left(1-\frac{\bar t_i}{r_j}\right).$$

The factor in parentheses converts the wall area to the mean area of the receding film surface. For a cylinder of radius $r_j$ this involves no expansion in $t/r_j$. In the wide-pore limit $t\ll r_j$ the factor tends to one, and $D_i$ becomes wall area times thickness change, as on a flat surface.

The measured loss is $V_{i-1}-V_i=v_if_i+D_i$, hence

$$v_i=\frac{V_{i-1}-V_i-D_i}{f_i}.$$

Since $D_i$ contains earlier bins only, the volumes follow one after another from large radius to small. The divisor cannot vanish: $r_i$ lies above the lower edge $r_K(L_i)+t_i$, so $r_i>t_i$.

## Pseudocode and cost

Splitting the sum in $D_i$ gives two running totals, $\Sigma_1=\sum 2v_j/r_j$ and $\Sigma_2=\sum 2v_j/r_j^2$, with $D_i=\Delta t_i(\Sigma_1-\bar t_i\Sigma_2)$.

```
input: p[0..N]/p0 strictly falling, below 1; liquid V[0..N]
for i = 0..N:
    L[i] = -ln(p[i]/p0)
    t[i] = 0.354 nm * (5/L[i])^(1/3)
    edge[i] = K/L[i] + t[i]
S1 = 0; S2 = 0
for i = 1..N:
    r = (edge[i-1] + edge[i]) / 2
    tm = (t[i-1] + t[i]) / 2
    D = (t[i-1] - t[i]) * (S1 - tm*S2)
    v[i] = (V[i-1] - V[i] - D) / (1 - t[i]/r)^2
    S1 = S1 + 2*v[i]/r
    S2 = S2 + 2*v[i]/r^2
```

This takes $O(N)$ operations; summing over $j$ afresh at each step takes $O(N^2)$. The data must be liquid volumes. An adsorbed amount in moles is first multiplied by $V_L$.

A second form helps in checking an implementation. Add the balances of steps 1 to $i$. For each bin $j$, the film terms telescope with the initial core loss, leaving

$$V_0-V_i=\sum_{j\le i}v_j\left(1-\frac{t_i}{r_j}\right)^2 .$$

This is a lower triangular system with positive diagonal, so its solution is unique. For the 55-bin example, a general linear solver and the recursion gave the same volumes to a relative tolerance of $10^{-9}$, plus an absolute allowance of $10^{-12}$ of the film volume for nearly empty bins.

## Worked example

The known distribution has two lognormal modes: 25% of the film volume at median radius 2.8 nm with logarithmic width 0.08, and 10% at 4.2 nm with width 0.09. The median diameters are 5.6 and 8.4 nm. The isotherm is the summed liquid of 22,000 cylinders, each emptied at its own pressure. Readings run from $p/p_0=0.8503$ to 0.3482, spaced to give bins 0.10 nm wide between radii 7.0 and 1.5 nm. The inversion receives pressures and liquid volumes only. It shares its emptying and film laws with the synthetic data, so this recovery tests the inversion, not those laws.

Take the step from $L=0.47216$ to $0.49377$. The film thins from 0.77737 to 0.76587 nm, and the edges are

$$\frac{0.9550}{0.47216}+0.777=2.80\ \mathrm{nm},\qquad \frac{0.9550}{0.49377}+0.766=2.70\ \mathrm{nm}.$$

The liquid falls from 21.5359% to 19.1380% of the film volume, a loss of 2.3979%. The running totals are $\Sigma_1=0.131532$ nm⁻¹ and $\Sigma_2=0.039639$ nm⁻². With $\Delta t=0.01150$ nm and $\bar t=0.77162$ nm,

$$D=0.01150\,(0.131532-0.77162\times0.039639)=0.00116,$$

or 0.1162% of the film volume before the inputs are rounded. The core fraction is $(1-0.76587/2.75)^2=0.5206$, so

$$v=\frac{2.3979\%-0.1162\%}{0.5206}=4.383\%.$$

The known volume is 4.3825%. Without the subtraction the result would be $2.3979\%/0.5206=4.61\%$.

Over the whole range the recovered porosity is 35.002% against 35.000%. The wall area is 227.0 m² per cm³ of film, both known and recovered.

## Where the false small pores come from

Omitting the subtraction adds $D_i/f_i$ to bin $i$, and the size of this term can be found in closed form. From $L=C/t^3$, the emptying radius is $\rho=Kt^3/C+t$. Differentiating and using $r_K=Kt^3/C$,

$$\frac{d\rho}{dt}=1+\frac{3Kt^2}{C}=1+\frac{3r_K}{t}.$$

For the step above, $r_K\approx2.75-0.772=1.978$ nm. The predicted thinning over 0.10 nm is $0.10/(1+3\times1.978/0.772)=0.0115$ nm, as found.

Since $1-t/\rho=r_K/\rho$, the false pore-volume density at radius $\rho$ is, for narrow bins,

$$\phi_{\rm false}(\rho)=\frac{(\rho/r_K)^2}{1+3r_K/t}\sum_{r_j>\rho}S_j\left(1-\frac{t}{r_j}\right).$$

As $\rho$ falls, $r_K/t=Kt^2/C$ falls too. The film then thins faster per unit of radius, and the division by the core fraction magnifies the loss more. Both trends favour small radii, and the emptied wall area accumulates as well. Between 2.0 and 2.5 nm the unsubtracted result is 4.37% of the film volume against a known 1.96%. Between 1.5 and 2.0 nm it is 3.53% against zero. The false total has no natural limit here: it keeps growing if the scan is extended to smaller radii, so the 42.9% belongs to a scan that stops at 1.5 nm.

A control isotherm confirms the cause. Each emptied pore was made to keep the film it had at the first reading after emptying, with all else unchanged. The unsubtracted formula then recovered the distribution with a summed absolute bin error of 0.064% of the pore volume.

## Discretization error

Placing all pores of a bin at its midpoint $c$ is the one approximation left for noiseless data that obey the model. Let the bin width be $h$, write $r=c+s$, and let $f(r)=(1-t_i/r)^2$. Expanding $f$ about $c$,

$$\int\phi f\,dr=f(c)\int\phi\,ds+f'(c)\int s\phi\,ds+\frac{f''(c)}2\int s^2\phi\,ds+\cdots .$$

The first integral is the bin volume. In the second, the constant part of $\phi$ cancels by symmetry and the slope gives $\phi'h^3/12$. The third gives $\phi h^3/12$ at leading order. After division by $f$, the error of one bin is

$$\delta v_i\simeq\frac{h^3}{12f}\left(f'\phi'+\frac{f''\phi}{2}\right).$$

The thinning sum adds errors of the same order: each of about $1/h$ earlier bins contributes an $h^3$ error multiplied by $\Delta t\propto h$. Summing the absolute errors over about $1/h$ bins gives a total proportional to $h^2$, provided $\phi$ is smooth on the scale of $h$.

With 55, 110 and 220 equal bins over the same range, the summed absolute errors are 0.0657%, 0.0164% and 0.0041% of the pore volume. Each halving of the width divides the error by about four.

## Noise and stability

Let each reading carry an independent error $\varepsilon_i$ of standard deviation $\sigma$. Neglecting the error carried by the thinning sum,

$$\delta v_i\simeq\frac{\varepsilon_{i-1}-\varepsilon_i}{f_i},\qquad \mathrm{sd}(v_i)\simeq\frac{\sqrt2\,\sigma}{f_i}.$$

For $\sigma=0.050\%$ of the film volume, the bin at 2.75 nm should scatter by $\sqrt2\times0.050\%/0.5206=0.136\%$. The scatter in 4000 random trials was also 0.136%, about 3% of that bin's volume.

The neglected term is small because the recursion feeds earlier errors back weakly. Differentiating the formula for $v_i$,

$$\frac{\partial v_i}{\partial v_j}=-\frac{2\Delta t_i}{r_jf_i}\left(1-\frac{\bar t_i}{r_j}\right).$$

For the worked step and the neighbouring bin at $r_j=2.85$ nm this is about $-0.011$. An overestimate in that bin lowers the next by about 1% of itself; at 1.55 nm the coupling grows to about 3.6%.

Finer readings do not reduce this noise. At fixed $\sigma$, halving $h$ leaves the absolute error of a bin nearly unchanged but halves its volume, so the relative error doubles. Adjacent errors are anticorrelated because they share a reading. Over a range where $f$ varies little, the sum from bin $m$ to bin $n$ has error $(\varepsilon_{m-1}-\varepsilon_n)/f$, with no growth in the number of bins. Merging bins after the inversion is therefore effective.

Noise can make $v_i$ negative where there are few pores. Setting such values to zero inside the loop would add wall area that the data do not support and bias later subtractions. Clipping after the loop leaves the subtractions untouched, but it still raises the summed porosity, because only negative errors are removed. Sums and merged bins should therefore use the signed values.

## Failure modes

**A late start.** If the scan begins after wide pores have emptied, their wall area is missing from $\Sigma_1$ and $\Sigma_2$, and their thinning films are booked as pores. Starting the same data at 4 nm gives 29.4% of the film volume, whereas the pores below 4 nm hold 27.9%. The excess grows as the scan is extended: ending at 1.0 nm instead of 1.5 nm gives 29.9%. The scan should start where all pores are full, or the missing sums must be supplied.

**Film curvature and wall attraction.** The Halsey law is for a flat film, and the Kelvin law ignores the attraction of the wall on the core liquid. In a cylinder, thickening the film also shrinks its surface, which favours a thicker film. Let the wall attraction lower the cost of liquid at distance $s$ from the wall from $L$ to $L-C/s^3$, in units of $R_gT$ per mole, and let $g=K/2$. Adding a layer $dt$ costs $2\pi(r-t)(L-C/t^3)\,dt$ and saves surface energy $2\pi g\,dt$, in common units. Equilibrium gives the Broekhoff-de Boer film

$$L=\frac{C}{t^3}+\frac{g}{r-t}.$$

The pore empties when the filled and film states have equal grand potential:

$$\int_t^r(r-s)\left(L-\frac{C}{s^3}\right)ds=g(r-t).$$

The integral of the attraction is

$$\int_t^r\frac{r-s}{s^3}ds=\frac{r}{2t^2}-\frac1t+\frac1{2r}=\frac{(r-t)^2}{2rt^2}.$$

The term in $L$ gives $L(r-t)^2/2$. Dividing the balance by $(r-t)^2/2$,

$$L=\frac{2g}{r-t}+\frac{C}{rt^2}.$$

Equating the two expressions for $L$ fixes the film at emptying: $C(r-t)^2=g\,r\,t^3$.

The direction of the resulting error follows. The curved film is thicker than the Halsey film $t_H$ at the same $L$, because $C/t^3<L$. The emptying condition gives $r-t>2g/L$. Hence $r>K/L+t>K/L+t_H$, so the simple law assigns too small a radius. A 2.8 nm pore is assigned 2.31 nm (diameter 4.6 instead of 5.6 nm). Of this 0.49 nm, the thicker film $t-t_H$ supplies 0.14 nm. The other 0.35 nm is the excess of the core $r-t$ over $K/L$, which comes from the attraction term $C/(rt^2)$ in the emptying condition. When the full curved-film isotherm is inverted, the main peak moves from the 2.75 nm bin to the 2.25 nm bin, and the porosity comes out as 37.6% (37.3% to 37.7% for scans ending between 1.7 and 1.0 nm).

**Narrow necks.** A pore reached through narrow necks can stay full until its liquid cavitates, here at a rough $p/p_0=0.42$. The emptying law assigns that pressure a radius of 1.74 nm, whatever the pore's true size. With 20% of the volume at every radius blocked in this way, a false peak appears in the 1.75 nm bin. The blocked pores hold 7.0% of the film volume, but 10.4% is reported below 2 nm. The excess arises because a wide pore of radius $r$ releases the core fraction $(1-t/r)^2$, which is then divided by the smaller fraction of a narrow pore. The reported porosity is about 38.5%, a figure that depends on the grid. It moves by a few tenths of a percentage point with finer or shifted bins and rises to 39.4% with bins 0.25 nm wide. It falls to 37.7% or 37.1% if the scan ends at 1.2 or 1.0 nm, because the false peak is credited with too much wall area and later steps are oversubtracted.

**Wrong constants.** Differentiating the emptying law, with $dt/dL=-t/(3L)$, gives

$$\frac{dr_p}{dL}=-\frac{r_K+t/3}{L}.$$

For a 2.8 nm pore this is $-(2.023+0.259)/0.472=-4.8$ nm. If the sample is 0.1 K warmer than assumed, its true $p_0$ is higher, and $L$ is underestimated by $\Delta H\,\delta T/(R_gT^2)=0.011$ for a rough heat of vaporization $\Delta H=5.6$ kJ/mol. The assigned radius rises to 2.86 nm, with the other constants held fixed. If the surface tension is 10% below the assumed value, the pore empties at a smaller $L$ and is assigned 3.02 nm.

## Relation to real low-k films

A porosity of 35% is a plausible value for a porous silica dielectric. The pore diameters of 5.6 and 8.4 nm suit templated mesoporous silica; some interconnect dielectrics have smaller pores. In a nitrogen desorption scan, a peak near 1.74 nm needs care, because it may come from cavitation in wider pores behind narrow necks rather than from pores of that radius. The model scan continues below that pressure, to $p/p_0=0.35$, where a receding meniscus with bulk surface tension is no longer a reliable picture for real nitrogen; radii assigned there are formal. Films also hold little liquid: 1 cm² of a film 1 µm thick has a volume of $10^{-4}$ cm³, so the uptake calls for a sensitive measurement, for example of mass or of refractive index. With an organic vapour near room temperature the recursion is unchanged, but $K$ and the film law must be replaced.

Real pores are connected and are not uniform cylinders. In the cases computed here, blocking 20% of the volume raises the apparent porosity by about 3.5% of the film volume for the 55-bin scan. The Broekhoff-de Boer treatment shifts the main radius by about 0.5 nm, mostly through the wall attraction on the core liquid and less through the thicker curved film. Both effects far exceed the discretization error, so refining the bins cannot repair them. The numerical output lists the recovered distribution and the sizes of the effects computed above; it does not size those of pore shape or of a general pore network.

## Computed results

```
Temperature 77.35 K; tension 8.85 mN/m
Liquid molar volume 34.7 cm3/mol
Kelvin length 2*gamma*V/(RT): 0.9550 nm
Mode: 25 % of film, median 2.8 nm, log width 0.08
Mode: 10 % of film, median 4.2 nm, log width 0.09
Readings 56, bins 55, bin width 0.10 nm
p/p0 from 0.8503 to 0.3482
One step, pores of radius 2.8 to 2.7 nm:
 p/p0 before, after: 0.62365, 0.61032
 L before, after: 0.47216, 0.49377
 film before, after: 0.77737, 0.76587 nm
 liquid before, after: 21.5359, 19.1380 %
 sum 2v/r: 0.131532 1/nm; sum 2v/r^2: 0.039639 1/nm2
 thinning loss 0.1162 %; core fraction 0.52057
 bin volume recovered 4.3831 %, known 4.3825 %
Radius range (nm): known, recovered, unsubtracted (% of film)
 6.5-7.0: 0.000, 0.000, 0.000
 6.0-6.5: 0.000, 0.000, 0.000
 5.5-6.0: 0.013, 0.013, 0.013
 5.0-5.5: 0.250, 0.250, 0.251
 4.5-5.0: 1.953, 1.953, 1.969
 4.0-4.5: 4.845, 4.844, 4.943
 3.5-4.0: 2.791, 2.792, 3.039
 3.0-3.5: 5.003, 4.998, 5.385
 2.5-3.0: 18.188, 18.191, 19.345
 2.0-2.5: 1.957, 1.962, 4.374
 1.5-2.0: 0.000, -0.000, 3.531
Total: 35.000, 35.002, 42.850 %
Below 2 nm: 0.000, -0.000, 3.531 %
Wall area known, recovered: 226.96, 227.01 m2/cm3
Summed bin error, 55 bins: 0.06566 % of pores
Summed bin error, 110 bins: 0.01639 % of pores
Summed bin error, 220 bins: 0.00412 % of pores
Frozen films, unsubtracted: error 0.0637 % of pores
Reading noise 0.050 % of film; error of the 2.75 nm bin:
 trials 0.1355 %, estimate 0.1358 %
Curved film: 2.8 nm pore is assigned 2.311 nm
 main peak bin 2.75 nm moves to 2.25 nm
 total recovered 37.604 % of film
Cavitation at p/p0 0.42: radius 1.736 nm
 blocked pores 7.000 % of film
 false peak bin 1.75 nm; volume below 2 nm 10.447 %
 total recovered 38.450 % of film
Tension 10 % lower: 2.8 nm pore is assigned 3.022 nm
Sample 0.1 K warmer (latent heat 5.6 kJ/mol): 2.856 nm
Scan begun at 4 nm: known 27.939 %, recovered 29.369 %
```
